# Zero-energy states at a zigzag graphene edge

**Q:** A graphene crystal grown from the vapour has to end somewhere. You say that a perfectly regular edge can bind electrons, yet nothing attracts them there. What is being assumed?

**A:** A flat half-plane of carbon atoms with a straight zigzag edge of period $a$. Each atom carries one $\pi$ orbital, all orbitals are orthonormal and have energy zero, and electrons hop only between nearest neighbours, with matrix element $-t$, $t>0$. The other carbon bonds at the edge are taken to be saturated, for instance by one hydrogen atom on each edge carbon, so that this carbon keeps its $\pi$ orbital. Spin plays no part until repulsion is added.

Number the zigzag rows $n=0,1,2,\dots$ from the edge inwards. Each row has one $A$ and one $B$ atom per period, and the outermost atoms are $A_0$. Let $x$ run along the edge. An atom $A_n$ has two neighbours $B_n$, displaced by $\pm a/2$ in $x$, and one neighbour $B_{n-1}$ at the same $x$. The atom $A_0$ lacks this last neighbour.

Since the edge is periodic, the wavevector $k$ along it is conserved. I write the amplitude on an atom as $e^{ikx}$ times $a_n$ or $b_n$, with $x$ its true coordinate. The two sideways neighbours then contribute

$$e^{ika/2}+e^{-ika/2}=2\cos(ka/2)\equiv g,$$

and the neighbour straight across contributes 1. The Schrödinger equation at the $A$ and $B$ atoms is

$$E a_n=-t\,(g\,b_n+b_{n-1}),\qquad E b_n=-t\,(g\,a_n+a_{n+1}),$$

for $n\ge 0$, with $b_{-1}=0$ expressing the missing neighbour.

**Q:** That is a chain with alternating bonds $g$ and 1. Why should it have a state at zero energy?

**A:** At $E=0$ the two sublattices separate. The equations at the $A$ atoms are

$$g\,b_0=0,\qquad g\,b_n=-b_{n-1}\quad(n\ge1).$$

If $g\ne0$, the first gives $b_0=0$ and the second then gives $b_1=0$, $b_2=0$ and so on. If $g=0$, the second says directly that $b_{n-1}=0$ for every $n\ge1$. In both cases the $B$ sublattice is empty.

The equations at the $B$ atoms give

$$a_{n+1}=-g\,a_n\quad\Rightarrow\quad a_n=(-g)^n a_0 .$$

The mechanism is interference. Two waves arrive at a $B_n$ atom from its neighbours in the same row, with sum $g a_n$, and the single wave from $A_{n+1}$ must cancel them. No attractive potential is needed.

**Q:** You can write down that sequence for any $k$. When is it a bound state?

**A:** When it can be normalised:

$$1=\sum_{n=0}^{\infty}|a_n|^2=|a_0|^2\sum_{n=0}^{\infty}g^{2n}.$$

The geometric series converges if and only if $|g|<1$, and its sum is then $1/(1-g^2)$. Hence

$$|a_0|^2=1-g^2,\qquad |\cos(ka/2)|<\tfrac12 .$$

For $0\le ka<2\pi$ the angle $ka/2$ lies between 0 and $\pi$, so the condition means $\pi/3<ka/2<2\pi/3$, or

$$\frac{2\pi}{3}<ka<\frac{4\pi}{3}.$$

Adding $2\pi/a$ to $k$ changes $g$ into $-g$. This repeats the same state with another labelling of phases, so the interval is understood modulo $2\pi$. Its ends are excluded: there $|g|=1$ and the amplitude has the same size on every row.

**Q:** How deep does the state reach?

**A:** The rows are $d=\sqrt3a/2$ apart. Setting $|g|^n=e^{-nd/\xi}$ gives the decay length of the amplitude,

$$\xi=-\frac{d}{\ln|g|},$$

and the probability decays over $\xi/2$.

At the centre, $ka=\pi$, we have $g=0$. Adjacent outer atoms have opposite signs, their waves cancel at $B_0$ without help, and the state sits on the outermost atoms alone.

Near the lower end put $k=2\pi/(3a)+\kappa$ with $0<\kappa a\ll1$. Since $dg/dk=-a\sin(ka/2)=-\sqrt3a/2$ there,

$$g\simeq1-\frac{\sqrt3}{2}\kappa a,\qquad \ln g\simeq-\frac{\sqrt3}{2}\kappa a,\qquad \xi\simeq\frac{\sqrt3a/2}{\sqrt3\kappa a/2}=\frac1\kappa .$$

The state therefore spreads into the crystal as the end of the interval is approached.

**Q:** Perhaps you found one state because you looked only at zero energy. Could there be others?

**A:** Take $E\ne0$, multiply the equation at $B_n$ by $E$, and insert the equations for $Ea_n$ and $Ea_{n+1}$:

$$E^2b_n=t^2\left[g(g b_n+b_{n-1})+(g b_{n+1}+b_n)\right]$$

$$\phantom{E^2b_n}=t^2\left[(1+g^2)b_n+g(b_{n+1}+b_{n-1})\right].$$

This holds from $n=0$, with $b_{-1}=0$. For $g\ne0$, trying $b_n=\lambda^n$ gives

$$\frac{E^2}{t^2}=1+g^2+g\left(\lambda+\frac1\lambda\right).$$

If $\lambda$ is a root, so is $1/\lambda$. A normalisable solution can use only a root with $|\lambda|<1$, so it must be $b_n=C\lambda^n$. The edge condition $b_{-1}=C/\lambda=0$ then forces $C=0$. All $b_n$ vanish, and $Ea_n=0$ removes the $a_n$ as well. If both roots have modulus 1, the solutions are non-decaying waves, or $(C+Dn)(\pm1)^n$ when the roots coincide, and none can be normalised. So for $g\ne0$ there is no bound state at $E\ne0$.

The case $g=0$ is special. Each $B_n$ is then coupled only to $A_{n+1}$, and these pairs have energies $\pm t$. They can be localised on any row, so they belong to the bulk bands, which have no width at this one value of $k$, and not to the edge.

**Q:** Where are the bulk states for other $k$, and what happens to them at the ends of your interval?

**A:** Put $\lambda=e^{iq}$ with real $q$:

$$E^2=t^2(1+g^2+2g\cos q).$$

As $\cos q$ runs from $-1$ to $1$, the energies fill

$$t\,|1-|g||\le|E|\le t\,(1+|g|).$$

The gap around zero closes at $|g|=1$, where the Dirac points of the sheet project onto the edge. The bound state merges with the bulk there. Beyond these points the gap reopens, but the state does not return.

This was tested on a ribbon of 60 rows built from atomic coordinates, at 90 evenly spaced wavevectors. At the 30 wavevectors inside the interval, two states lay in the bulk gap, one for each edge of the ribbon. At the other 60 there were none. A finite ribbon has a slightly narrower interval than the half-plane: with 60 rows the states enter the gap only for $|g|$ below about 0.98, and the sampled points nearest the ends have $|g|=0.97$.

**Q:** Then the edge state belongs to graphene, and the way I cut the sheet is a detail?

**A:** The cut matters. Suppose each $A_0$ keeps its neighbour $B_{-1}$, which now hangs on by a single bond. At $E=0$ the equation at $B_{-1}$ is $a_0=0$, and $a_{n+1}=-ga_n$ then empties the whole $A$ sublattice. The equations at the $A$ atoms leave

$$g\,b_n=-b_{n-1}\quad\Rightarrow\quad b_n=(-1/g)^{n+1}b_{-1}\qquad(g\ne0).$$

This decays for $|g|>1$. For $g=0$ the same equations give $b_{n-1}=0$, so no state exists. The zero-energy states thus occupy the complementary part of the edge zone.

A change in bond strength is milder. In the original edge, let the bonds between $A_0$ and $B_0$ have hopping $t_1\ne0$ instead of $t$. The only change at zero energy is $a_1=-(t_1/t)g\,a_0$. From the next row on the ratio is again $-g$, so the zero-energy state keeps its interval and only its weights change. The proof that nothing is bound at $E\ne0$ does not carry over, however: the equation at $B_0$ now fixes $1/\lambda=g\,(t_1^2/t^2-1)$, so a further pair of bound states appears wherever $|g\,(t_1^2/t^2-1)|>1$. For $t_1=t/2$ and $k=0$ it lies at $E=\pm t\sqrt{2/3}$, inside the gap $|E|<t$.

**Q:** Give me numbers for one state.

**A:** I take round values, roughly those of graphene: $a=0.25$ nm and $t=3$ eV. The row spacing is $d=0.2165$ nm. At $ka=0.8\pi$,

$$g=2\cos(0.4\pi)=0.618,\qquad |a_0|^2=1-0.618^2=0.618,$$

$$\xi=\frac{0.2165\ \text{nm}}{-\ln0.618}=0.45\ \text{nm}.$$

The probabilities on the first four $A$ rows are 0.618, 0.236, 0.090 and 0.034, and the amplitudes alternate in sign. The bulk states begin at $3(1-0.618)=1.15$ eV on either side of zero.

At $ka=0.7\pi$, closer to the end of the interval, $g=0.908$. The outer atom then has only 0.176 of the probability, $\xi$ has grown to 2.24 nm, and the bulk begins at 0.28 eV.

**Q:** How many such states does a crystal edge hold?

**A:** For an edge of length $L\gg a$, allowed wavevectors are $2\pi/L$ apart, apart from corrections due to its ends. The interval has width $2\pi/(3a)$, so the number per spin is

$$\frac{2\pi/(3a)}{2\pi/L}=\frac{L}{3a}.$$

A straight edge of 100 nm holds about $100/0.75=133$ states per spin.

Their combined weight on one outermost atom, per spin, will be needed below. With $\theta=ka$ and $4\cos^2(\theta/2)=2+2\cos\theta$, we have $1-g^2=-1-2\cos\theta$, and

$$w=\frac1{2\pi}\int_{2\pi/3}^{4\pi/3}(-1-2\cos\theta)\,d\theta
=\frac1{2\pi}\Big[-\theta-2\sin\theta\Big]_{2\pi/3}^{4\pi/3}.$$

The first term gives $-2\pi/3$ and the second gives $2\sqrt3$, so

$$w=\frac{\sqrt3}{\pi}-\frac13=0.218 .$$

**Q:** A real crystal has a second edge. Does zero energy survive?

**A:** Only approximately. Consider a ribbon of $N$ rows whose far edge ends in $B_{N-1}$ atoms. Use the trial states

$$a_n=\alpha(-g)^n,\qquad b_n=\alpha(-g)^{N-1-n},\qquad \alpha^2=\frac{1-g^2}{1-g^{2N}},$$

the first on $A$ atoms only and the second on $B$ atoms only. The Hamiltonian acting on the first gives zero at every $B_n$ except the last, where $a_N$ is missing. There it gives

$$-t\,g\,a_{N-1}=-t\,g\,\alpha(-g)^{N-1}=t\alpha(-g)^N .$$

The second state has amplitude $\alpha$ on that atom, so the coupling is $t\alpha^2(-g)^N$. Within these two states both diagonal elements vanish, and for $|g|^N\ll1$ the energies are to leading order

$$E_\pm\simeq\pm t(1-g^2)|g|^N .$$

For 20 rows, a width of 4.19 nm, and $ka=0.8\pi$, the splitting is

$$2\times3\ \text{eV}\times0.618\times0.618^{20}=0.245\ \text{meV}.$$

Direct diagonalisation gives the same value to the digits shown. The estimate fails near the ends of the interval, where $\xi$ becomes comparable with the width.

**Q:** Electrons also hop to second neighbours. Does that spoil the flat band?

**A:** It bends it. Let the added Hamiltonian be $-t'S$, where $S$ sums over second neighbours. Take two nearest-neighbour steps from an $A$ atom, through a $B$ atom to an $A$ atom. They either return to the start, in as many ways as the atom has neighbours, $z$, or reach a second neighbour by one path. No path between retained $A$ atoms is lost at the edge, since each missing $B_{-1}$ touched only one retained atom. On the $A$ sublattice, therefore,

$$S=\frac{H_{AB}H_{BA}}{t^2}-z,$$

with $z=2$ on $A_0$ and $z=3$ elsewhere. Here $H_{BA}$ carries $A$ amplitudes to $B$ atoms, and $H_{AB}$ carries them back. The edge state satisfies $H_{BA}\psi=0$, so

$$\langle S\rangle=-\langle z\rangle=-(3-|a_0|^2)=-(2+g^2).$$

To first order its energy is $t'(2+g^2)$. At the bulk Dirac point $H_{BA}\psi=0$ too, but $z=3$ everywhere, which gives $3t'$. Relative to the Dirac energy the edge level lies at

$$\Delta E=t'(2+g^2)-3t'=-t'(1-g^2).$$

With $t'=0.1$ eV, a rough value, this is $-0.062$ eV at $ka=0.8\pi$ and $-0.100$ eV at $ka=\pi$. Full diagonalisation of the 20-row ribbon agrees to these digits. The band is thus about 0.1 eV wide, some four times $k_BT=0.026$ eV at 300 K.

A different site energy $\delta$ on the outermost atoms, such as a chemical termination may cause, adds $\delta|a_0|^2=\delta(1-g^2)$ to first order. It has the same dependence on $k$ and can strengthen or offset the bending.

**Q:** A half-filled, nearly flat band and no repulsion between electrons? That looks like the weakest assumption.

**A:** For these parameters it matters more than the neglect of second-neighbour hopping. Add a repulsion $U$ between two electrons on the same atom and treat it in mean field, so that an electron of one spin feels $U$ times the density of the other. Keep $t'=0$. If one spin fills the edge band and the other leaves it empty, while the bulk bands remain unpolarised, the outermost atom has a spin imbalance $w=0.218$. At $ka=\pi$ the edge state lies wholly on that atom, so its two spin levels differ by

$$Uw=3\ \text{eV}\times0.218=0.65\ \text{eV}.$$

Here $U=3$ eV is again a rough value. Letting the densities adjust self-consistently in the 20-row ribbon, with opposite spin directions on its two edges, raises the outer moment to 0.275 Bohr magnetons and the splitting to 0.83 eV. The estimate had already polarised the edge band fully, so the increase must involve the response of the other states or a change in the edge states themselves; the calculation does not separate the two. The smallest gap over the 40 sampled wavevectors is 0.27 eV. The bands come closer between the sampled points: a mesh three times finer lowers the gap to 0.255 eV, while the moment and the splitting keep the digits shown. The gap depends strongly on the width, about 0.43 eV for 10 rows and 0.17 eV for 32 rows.

These are mean-field energies. Spin fluctuations are left out, and the result does not establish magnetic order along a real, one-dimensional edge.

**Q:** So what may I expect of an edge on a grown crystal?

**A:** The values of $a$ and $t$ used here are close to those of graphene; $t'$ and $U$ are less certain. Within the model, the zero-energy level is a starting point that second-neighbour hopping moves by up to 0.1 eV relative to the Dirac energy and mean-field repulsion splits by about 0.8 eV at $ka=\pi$, each calculated without the other. Growth adds conditions of its own. On a metal substrate the edge atoms may bond to the metal, which breaks the assumption of isolated $\pi$ orbitals; the effect on the edge states is not calculated here. Roughness breaks the conservation of $k$. A straight segment of length $L$ defines $k$ to about $2\pi/L$, and this is small compared with the interval $2\pi/(3a)$ only if $L\gg3a=0.75$ nm. The termination matters too. An edge carbon that binds two hydrogen atoms loses its $\pi$ orbital; each $B_0$ then hangs on by a single bond, and within the model the zero-energy states move to the complementary part of the edge zone. The derived interval therefore applies to long, straight, unreconstructed zigzag segments whose outermost carbons keep their $\pi$ orbital and couple weakly to the substrate. The numerical output lists the values used in these estimates.

## Numbers as computed

```
edge period a = 0.25 nm
bond length = 0.1443 nm
row spacing d = 0.2165 nm
hopping t = 3.0 eV
second-neighbour hopping t' = 0.1 eV
on-site repulsion U = 3.0 eV
lower end of interval, k = 8.378 1/nm
upper end of interval, k = 16.755 1/nm
scan: ribbon rows = 60, wavevectors = 90
scan: wavevectors with edge states = 30
scan: fraction of edge zone = 0.3333
mean outer-atom weight, formula = 0.2180
mean outer-atom weight, ribbon = 0.2183
table: ka/pi, g, outer weight, decay length nm, bulk gap edge eV
  0.70  0.9080  0.1756  2.243  0.276
  0.80  0.6180  0.6180  0.450  1.146
  0.90  0.3129  0.9021  0.186  2.061
example ka/pi = 0.80: k = 10.053 1/nm
  row 0: amplitude +0.7862, weight 0.6180, ribbon 0.6180
  row 1: amplitude -0.4859, weight 0.2361, ribbon 0.2361
  row 2: amplitude +0.3003, weight 0.0902, ribbon 0.0902
  row 3: amplitude -0.1856, weight 0.0344, ribbon 0.0344
decay length measured in ribbon = 0.450 nm
edge length = 100 nm
edge states per spin on it = 133
narrow ribbon: rows = 20, width = 4.19 nm
edge-edge splitting, formula = 0.2451 meV
edge-edge splitting, ribbon = 0.2451 meV
Dirac energy with t' = 0.300 eV
edge level minus Dirac energy, ka/pi = 0.80: first order -0.0618 eV, full -0.0618 eV
edge level minus Dirac energy, ka/pi = 1.00: first order -0.1000 eV, full -0.1000 eV
first-order magnetic splitting at ka = pi: 0.654 eV
mean field: iterations = 25
mean field: outer-atom moment = 0.275 Bohr magnetons
mean field: splitting at ka = pi = 0.826 eV
mean field: smallest gap of ribbon = 0.267 eV
kT at 300 K = 0.0259 eV
```
